Why a positive quadratic slope coefficient turns smooth valleys sharp

A silicon surface carries a sinusoidal corrugation of period 400 nm and amplitude 20 nm. Its peaks and valleys start equally round, with a radius of curvature of 203 nm. Let it grow at 0.5 nm/s, at the same speed along its normal everywhere. After 324 s, in the limit of no smoothing, the peak radius is 365 nm and the valley radius is 40.5 nm, yet the height from valley to peak is still 40 nm. The two radii add up to 405 nm, as they did at the start. At 405 s the valley radius reaches zero.

Why does a motion that treats every surface element alike treat peaks and valleys so differently?

**The growth equation**

Let the surface height depend on one horizontal coordinate x, and let p be its slope. In a time dt each element advances v dt along its normal. The vertical rise at fixed x is longer than this by 1/cos θ, where tan θ = p:

rate of rise = v√(1 + p²) = v + vp²/2 − vp⁴/8 + …

Measure the height h in a frame that rises with a flat film, which removes the first term, and keep the quadratic term:

h_t = (λ/2)h_x², with λ = v.

Subscripts denote derivatives. The largest initial slope here is 0.314, so the quartic term is at most p²/4 = 2.5 % of the quadratic one.

Two additions are needed later. First, the growth speed may depend on orientation, say v(θ) = v(1 − cθ²/2). Since θ ≈ p at small slope, multiplying by √(1 + p²) gives v[1 + (1 − c)p²/2], so

λ = v(1 − c).

The coefficient can therefore be negative.

Second, atoms also leave the surface. Let r be the removal rate on a flat film, so that the net speed v is the arrival rate v + r minus r. An atom on a convex cap has its energy raised by −γΩh_xx, where γ is the surface energy and Ω the atomic volume. Assume that this whole energy lowers the barrier to removal, also when a chemical reaction removes the atom. The removal rate then becomes r exp(−dh_xx), with capillary length d = γΩ/kT. To first order in dh_xx,

(v + r) − r(1 − dh_xx) = v + rd h_xx.

The equation with smoothing is then

h_t = (λ/2)h_x² + νh_xx, with ν = rd.

No quantum constant enters, so the algebra reads the same in atomic or any other consistent units. Take λ > 0 and the initial surface h₀(x) = A cos kx, and begin with ν = 0.

**Slopes that travel sideways**

Differentiate h_t = (λ/2)h_x² with respect to x and write u = h_x:

u_t = λuu_x.

Follow a point that moves with dx/dt = −λu. The slope it sees changes at the rate

du/dt = u_t + u_x dx/dt = λuu_x − λuu_x = 0.

Each slope is carried unchanged along a straight line, a characteristic. If it starts at ξ, then

x = ξ − λu₀(ξ)t, with u₀ = h₀′.

The height seen along this line changes at the rate

dh/dt = h_t + h_x dx/dt = λu²/2 − λu² = −λu²/2,

so that

h = h₀(ξ) − λu₀(ξ)²t/2.

The sign of the displacement matters. To the right of a peak the slope is negative and the characteristic moves right; to the left of it the slope is positive and the characteristic moves left. Slopes leave peaks and run towards valleys. This is the sideways part of growth along the normal.

For the cosine, u₀ = −Ak sin kξ. Multiplying the equation for x by k gives

kx = kξ + τ sin kξ, with τ = λAk²t.

**When neighbours meet**

Two neighbouring characteristics meet when a small interval dξ has been squeezed to zero width. With κ₀ = h₀″,

dx/dξ = 1 − λκ₀(ξ)t.

This vanishes at t = 1/(λκ₀), which is positive where the surface is initially convex from below, that is, around a valley. The earliest meeting belongs to the largest κ₀, which is Ak² at the valley bottom. Hence

t* = 1/(λAk²), and τ = t/t*.

For the example k = 2π/(400 nm) = 0.01571 nm⁻¹, and

1/(Ak²) = 1/(20 × 0.01571²) nm = 202.6 nm,

t* = 202.6/0.5 s = 405.3 s.

The deposited thickness at t* is λt* = 202.6 nm, or 2026 Å. For an isotropic rate it does not depend on the growth speed: it is the initial radius of curvature of the valley.

The same squeezing factor gives the curvature at every earlier time:

κ = ∂u/∂x = u₀′(ξ)/(dx/dξ) = κ₀/(1 − λκ₀t).

Taking the reciprocal,

1/κ = 1/κ₀ − λt.

At a peak 1/κ₀ = −1/(Ak²), so the radius is 1/(Ak²) + λt. At a valley it is 1/(Ak²) − λt. The deposited thickness is added to one radius and taken from the other, which is why their sum stays fixed.

The broadening also shows in the width of the dome-shaped part of the surface. Before t* the sign of κ is that of κ₀, so the dome ends on the characteristic from kξ = π/2, which is now at

kx = π/2 + τ.

The dome occupies a fraction 1/2 + τ/π of each period: 0.659 at τ = 0.5 and 0.755 at τ = 0.8. These are small-slope values. With the full square root the sideways speed is smaller by 1/√(1 + p²), about 5 % at the largest slope, and the fractions are 0.652 and 0.743. Valleys are squeezed into what remains. Their depth does not change, because peak and valley points have zero slope, and neither term in the equation for h along their characteristics moves them.

Broad peaks alone would not be enough. With λ = 0 and ν > 0 the solution is A exp(−νk²t) cos kx, whose peaks also become rounder, but so do its valleys. What sharpens the valleys is that slopes are transported into them without being reduced.

**Is the small-slope equation responsible?**

The meeting can be derived without expanding the square root. Displace each point of the original surface a distance D along its normal. Its horizontal position becomes

X = ξ − Dp/√(1 + p²), with p = h₀′(ξ).

Since the derivative of p/√(1 + p²) with respect to p is (1 + p²)^(−3/2),

dX/dξ = 1 − Dp′/(1 + p²)^(3/2).

At the valley bottom p′ has its largest value, Ak², while the denominator has its smallest, 1. The first fold therefore occurs there, at

D = 1/(Ak²).

This is the same thickness, 202.6 nm, now for isotropic growth with any slope. The cause is the geometry of normal growth.

**The surface at the moment of meeting**

At τ = 1 the valley is not yet a kink. Put kξ = π + η and kx = π + kδx, with η small:

kδx = η − sin η ≈ η³/6.

The height is

h/A = −cos η − (1/2)sin²η
≈ −1 + η²/2 − η⁴/24 − η²/2 + η⁴/6
= −1 + η⁴/8.

Eliminating η = (6kδx)^(1/3) gives

h − h_min ≈ (3/4)6^(1/3) A|kδx|^(4/3).

The slope grows as |δx|^(1/3) and is continuous through zero; the curvature diverges. The height rise computed from the characteristics between kδx = 10⁻⁴ and 10⁻³ has exponent 1.332, close to 4/3.

**Which characteristic wins afterwards?**

For t > t* several characteristics reach the same point near a valley, and the equation with ν = 0 does not say which height to use. Weak smoothing decides. Define

W = exp(λh/2ν).

Its derivatives are

W_t = (λ/2ν)h_t W,

W_xx = (λ/2ν)h_xx W + (λ/2ν)²h_x² W.

Therefore

νW_xx = (λ/2ν)W[νh_xx + (λ/2)h_x²] = W_t.

This is the diffusion equation, solved by spreading the initial W with a Gaussian:

W(x,t) = (4πνt)^(−1/2) ∫ dy exp{(λ/2ν)[h₀(y) − (x − y)²/(2λt)]}.

As ν → 0 the integral is dominated by the largest value of the bracket, so

h(x,t) = max over y of [h₀(y) − (x − y)²/(2λt)].

Setting the y-derivative to zero gives u₀(y) + (x − y)/(λt) = 0, which is the characteristic equation again. The rule is thus to keep the highest of the arriving heights. In the picture of growth, the part of the surface that has been overgrown is discarded.

At a valley, kx = π, the winning characteristics arrive symmetrically from kξ = π − θ and π + θ, where

θ = τ sin θ, with 0 < θ < π.

Such a root exists for τ > 1. Its height exceeds that of the central characteristic, θ = 0, by

A[1 − cos θ − (θ/2)sin θ] = A sin θ [tan(θ/2) − θ/2] > 0.

The slopes arriving from the left and right are −s and +s, with

s = Ak sin θ.

This is a true kink. It is steepest when θ = π/2, at τ = π/2, so the valley goes on sharpening for some time after t*.

At τ = 2, after 811 s, θ = 1.895 and s = 0.298, a tilt of 16.6° on each side. The valley height is

A[−cos θ − (τ/2)sin²θ] = 20 × (0.319 − 0.898) nm = −11.6 nm,

and the depth below the peak is 31.6 nm. Keeping the full square root in the growth law gives 32.0 nm, larger by 1.25 % of the quadratic result. By the growth equation the valley bottom rises at the rate λs²/2, so the kink fills the valley from the moment it forms, even while it is still steepening.

At late times θ approaches π, and the winning characteristics come from close to the peaks, where h₀ ≈ A. Around a peak at x = 0 this leaves

h ≈ A − x²/(2λt).

Parabolic caps meet at x = ±L/2, where L is the period. The depth is then

L²/(8λt),

which no longer depends on the initial amplitude. Keeping the initial peak curvature replaces λt by λt + 1/(Ak²), which reduces the depth by the factor τ/(1 + τ). At τ = 50 this is 0.980, as found by direct maximisation.

**How much smoothing is allowed?**

With ν > 0 the valley is rounded. Differentiate the full equation twice:

∂h_xx/∂t = λ(h_xx² + h_x h_xxx) + νh_xxxx.

At the initial valley h_x = 0, h_xx = Ak² and h_xxxx = −Ak⁴, so

∂h_xx/∂t = λA²k⁴ − νAk⁴ = νAk⁴(R − 1), with R = λA/ν.

For R < 1 the valley starts to flatten even though λ is positive. R > 1 makes it sharpen at first, and a narrow kink needs R ≫ 1.

In that regime W near the valley is the sum of two contributions, one from each side. Neglecting the slow variation of their prefactors and the curvature of each side,

W ∝ exp(λsδx/2ν) + exp(−λsδx/2ν).

Since h = (2ν/λ) ln W, the slope is

h_x = s tanh(λsδx/2ν).

The kink has half-width 2ν/(λs) and tip curvature λs²/(2ν).

For the example take rough values γ = 8 eV/nm² and Ω = 0.02 nm³ at 950 K, where kT = 0.0819 eV. Then d = 8 × 0.02/0.0819 nm = 1.95 nm. Assume a removal rate of one quarter of the net speed, r = 0.125 nm/s. Evaporation of silicon at this temperature is slower by many orders of magnitude, so such a rate requires a reverse chemical reaction, for example etching by chlorine compounds in the vapour. This gives ν = 0.244 nm²/s and R = 0.5 × 20/0.244 = 41. At τ = 2 the half-width is 3.3 nm and the leading formula gives a tip radius of 11.0 nm; the full solution of the smoothed equation gives 11.6 nm. Smoothing also reduces the depth from 31.6 to 30.6 nm. On the scale of the 400 nm period the valley is sharp, though its tip is round.

**The opposite sign, and the missing volume**

If λ < 0, let g = −h. Then

g_t = (|λ|/2)g_x² + νg_xx,

so the valleys of g sharpen, and these are the peaks of h. Integrating the growth equation numerically to |λ|Ak²t = 2 at R = 41 confirms this: the largest curvature sits at the valley for λ > 0 and at the peak for λ < 0.

The quadratic term also adds material. Averaged over a period, the smoothing term vanishes and

d⟨h⟩/dt = (λ/2)⟨h_x²⟩.

Before t*, with ν = 0, the average of u² is constant, because ∂(u²)/∂t = 2λu²u_x = (2λ/3)(u³)_x integrates to zero. Its value is A²k²/2, hence

⟨h⟩ = λA²k²t/4 = Aτ/4.

At t* the corrugated film is on average A/4 = 5 nm thicker than a flat one. The vapour must be able to supply this extra material. Where a uniform beam delivers all the atoms and a compact film keeps every one, the mean growth rate cannot depend on slope, and this mechanism is absent.

**What a real silicon film would change**

The speed, 30 nm per minute, and the temperature are rough values for silicon vapour-phase epitaxy at reduced temperature; the removal rate is an assumption, and the tip radius scales with it at leading order while removal dominates the smoothing. Without an etching reaction ν is negligible, and the surface diffusion estimated below rounds the tip instead. The weakest assumption is the isotropic rate, since crystalline silicon can grow with facets. With the quadratic law v(θ), a growth speed lower by 1 % at the largest initial tilt, 17.4°, lengthens t* by a factor 1.275, from 405 to 517 s. A drop of 4.6 % makes λ zero, and a larger one sharpens the peaks instead. The orientation dependence must therefore be known to about a per cent before sharp valleys can be predicted, and a facet with a cusp in its growth rate lies outside the quadratic law altogether.

The size of the next effect depends on a poorly known parameter. Surface diffusion adds a term −Bh_xxxx, with B ≈ f exp(−E/kT) γΩ²/kT for hop frequency f and transport barrier E. With rough values f = 10¹³ s⁻¹ and E = 2.3 eV, B = 0.25 nm⁴/s, and the corrugation is damped by a fraction of about 6 × 10⁻⁶ up to t*. At the kink, balancing λs²/2 against Bs/w³ gives a width w of about 1.5 nm, less than the capillary half-width but not negligible beside it. Including this B raises the tip radius at τ = 2 from 11.6 to 13.0 nm, and with ν = 0 it gives 4.7 nm by itself. This B may be far too small. A barrier lower by 0.2 eV gives a tip radius of 18 nm. The chosen f corresponds to a diffusion prefactor of about 1.5 × 10⁻⁶ m²/s, whereas values near 0.1 m²/s have been reported with this barrier for clean Si(001). That would make B ≈ 1.7 × 10⁴ nm⁴/s and Bk⁴t* ≈ 0.4; at τ = 2 the valley radius is then about 470 nm and the depth 16 nm, with no kink at all. Adsorbed hydrogen or chlorine can lower the mobility, so B has to be known for the actual growth ambient. Independent random arrivals would leave a height uncertainty of about 0.2 nm on a 10 nm square at t*. Atomic steps 0.14 nm high lie about 0.5 nm apart beside the kink, so a continuous surface is a coarse description of its tip. There the product of capillary length and curvature is 0.17, and the first term dropped from the exponential is about 8 % of the linear term kept. Keeping the full exponential and the full square root gives a tip radius of 10.5 nm without surface diffusion and 12.1 nm with B = 0.25 nm⁴/s. These estimates limit what can be said about the last few nanometres of the valley. They leave the sharpening of the valley intact on two conditions: λ is positive and not close to zero, and surface diffusion is weak, Bk² ≪ λA. With B included, the valley sharpens at first only if λA > ν + Bk². Near λ = 0 the neglected quartic term helps to decide where characteristics first meet: for a drop between 4.6 and about 5 % they meet on the flanks beside the peak, and at 6 % at the peak itself. The remaining computed values are in the numerical output.

Table of computed values

```
period: 400 nm; amplitude A: 20 nm
growth speed = slope coefficient: 0.50 nm/s
temperature: 950 K; kT: 0.0819 eV
wavenumber k: 0.01571 1/nm
largest initial slope: 0.314
largest initial tilt: 17.4 degree
meeting time t*: 405.3 s
earliest pair meeting, direct: 405.3 s
thickness at t*: 202.6 nm = 2026 angstrom
thickness at first fold, full surface: 202.6 nm
mean excess height at t*: 5.0 nm
t/t* = 0.5: peak radius 304.0 nm
  valley radius 101.3 nm
  concave fraction of period 0.659
t/t* = 0.8: peak radius 364.8 nm
  valley radius 40.5 nm
  concave fraction of period 0.755
valley exponent at t*, measured: 1.3322
later time, t/t* = 2: 810.6 s
thickness then: 405.3 nm
kink angle theta then: 1.8955 rad
slope on each side of kink: 0.2977
tilt on each side: 16.6 degree
peak-to-valley depth, no smoothing: 31.58 nm
depth with smoothing: 30.59 nm
depth from full normal growth: 31.98 nm
higher-slope change of depth: 1.25 %
surface energy (rough): 8.0 eV/nm^2
atomic volume (rough): 0.020 nm^3
reverse rate / net rate (assumed): 0.25
capillary length: 1.95 nm
smoothing coefficient nu: 0.244 nm^2/s
ratio R = lam A/nu: 40.9
kink half-width 2nu/(lam s): 3.28 nm
tip radius, full solution: 11.61 nm
tip radius, leading formula: 11.02 nm
capillary length x tip curvature: 0.168
rate drop at largest tilt that makes lam zero: 4.63 %
delay factor of t* for a 1 % drop there: 1.275
hop frequency (rough): 1e+13 1/s
mass-transport barrier (rough): 2.3 eV
surface-diffusion coefficient B: 0.246 nm^4/s
surface-diffusion damping B k^4 t*: 6.1e-06
surface-diffusion tip width: 1.49 nm
arrival noise on a 10 nm square at t*: 0.20 nm
step height (rough): 0.14 nm
terrace width beside kink: 0.47 nm
late depth x 8 lam t/L^2 at t/t* = 50: 0.980
```
